# Ten-year retention and ten-nanosecond switching: a 38 kT barrier reduction: a program that tests the result

```python
"""Retention and switching of a filamentary memristor.

Result under test: for escape rates k = nu*exp(-U/kT) with equal nu and T,
a retention time t_ret and a switching time t_sw require
    U_ret - U_sw = kT * ln(t_ret/t_sw), about 38 kT for 10 years and 10 ns.
Also tested: changes due to rare-failure limits, several hops, a field-dependent
prefactor, and heating.

Symbols: nu attempt frequency; U barrier; tilt f = z*e*E*a/(pi*U_ret) for charge
z*e, field E and hop length a; tau = switching temperature / retention temperature.
Energies inside the functions are in units of k*T at the retention temperature.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

# Inputs
t_ret = 10 * const.Julian_year
t_sw = 10e-9
temperature = 300.0
nu = 1e13
charge_number = 2
hop_nm = 0.3
p_fail = 1e-6
hot_temperature = 600.0

kT = const.k * temperature / const.e
log_ratio = np.log(t_ret / t_sw)
L_ret = np.log(nu * t_ret)
L_sw = np.log(nu * t_sw)


def potential(theta, f, u0):
    return -0.5 * u0 * (np.cos(theta) + f * theta)


def barrier(f, u0):
    return u0 * (np.sqrt(1 - f * f) - f * np.arccos(f))


def log_passage_time(f, tau, u0):
    """ln(nu * mean first-passage time), overdamped motion, by quadrature.

    Reflecting at the left barrier top, absorbing at the next minimum.
    The mobility is fixed by the harmonic attempt frequency at zero tilt.
    """
    start = np.arcsin(f)
    y = np.linspace(-np.pi - start, start + 2 * np.pi, 12001)
    v = (potential(y, f, u0) - potential(start, f, u0)) / tau
    inner = cumulative_trapezoid(np.exp(-v), y, initial=0)
    use = y >= start
    mobility = 4 * np.pi / u0
    total = trapezoid((np.exp(v) * inner)[use], y[use])
    return np.log(total / (mobility * tau))


# Tilted barrier: closed form against numerically located extrema
for f in (0.1, 0.4, 0.7):
    low = minimize_scalar(lambda x: potential(x, f, L_ret),
                          bounds=(-0.5, np.pi / 2), method="bounded",
                          options={"xatol": 1e-10})
    high = minimize_scalar(lambda x: -potential(x, f, L_ret),
                           bounds=(np.pi / 2, np.pi + 0.5), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(-high.fun - low.fun - barrier(f, L_ret)) < 1e-6
small = 1e-4
slope = (barrier(0, L_ret) - barrier(small, L_ret)) / small
assert abs(slope / (np.pi * L_ret / 2) - 1) < 1e-3

# Rate law at zero tilt; tolerance covers anharmonic terms of order 1/U
log_time_ret = log_passage_time(0.0, 1.0, L_ret)
assert abs(log_time_ret - L_ret) < 0.02


def tilt_needed(tau):
    """Tilt that makes the computed passage times differ by t_ret/t_sw."""
    return brentq(lambda f: log_time_ret - log_passage_time(f, tau, L_ret)
                  - log_ratio, 0.01, 0.9)


tau_hot = hot_temperature / temperature
results = {}
for tau in (1.0, tau_hot):
    f = tilt_needed(tau)
    drop = L_ret - barrier(f, L_ret)
    extra = -0.5 * tau * np.log(1 - f * f)
    predicted = L_ret - tau * L_sw + extra
    # Anharmonic terms are below 0.06; the prefactor term must be resolved
    assert abs(drop - predicted) < 0.06
    assert extra > 0.1
    assert abs(drop - predicted) < abs(drop - (predicted - extra))
    results[tau] = (f, drop, extra)

# Heating alone, with the barrier unchanged
tau_only = L_ret / L_sw
heated_gain = log_time_ret - log_passage_time(0.0, tau_only, L_ret)
assert abs(heated_gain - log_ratio) < 0.06


def chain_time(hops, lowering):
    """Mean passage time of a hopping chain, in units of 1/k at zero bias."""
    back = np.exp(-2 * lowering)  # backward rate / forward rate
    matrix = np.zeros((hops, hops))
    for i in range(hops):
        matrix[i, i] = 1 + (back if i > 0 else 0)
        if i + 1 < hops:
            matrix[i, i + 1] = -1
        if i > 0:
            matrix[i, i - 1] = -back
    return np.linalg.solve(matrix, np.ones(hops))[0] * np.exp(-lowering)


# Lowering found from the master equation for one and for several hops
chain_lowering = {}
for hops in (1, 5):
    chain_lowering[hops] = brentq(
        lambda x: np.log(chain_time(hops, 0) / chain_time(hops, x))
        - log_ratio, 1, 60)
    expected = log_ratio - np.log((hops + 1) / 2)
    assert abs(chain_lowering[hops] - expected) < 1e-8


def reliability_term(p_lost, p_unswitched):
    return np.log(-np.log(p_unswitched) / (-np.log1p(-p_lost)))


# Escape statistics from the discretized diffusion equation, barrier 12 kT
u_test = 12.0
grid = np.linspace(-np.pi, 2 * np.pi, 451)
step = grid[1] - grid[0]
v = potential(grid, 0.0, u_test)
right = np.exp(-(v[1:] - v[:-1]) / 2) / step**2
left = np.exp((v[1:] - v[:-1]) / 2) / step**2
loss = right.copy()
loss[1:] += left[:-1]
size = len(loss)
decay, modes = eigh_tridiagonal(loss, -np.ones(size - 1) / step**2)
root_weight = np.exp(-(v[:-1] - v.min()) / 2)
origin = np.argmin(abs(grid[:-1]))
amplitude = (root_weight @ modes) * modes[origin] / root_weight[origin]


def survival(time):
    return np.sum(amplitude * np.exp(-decay * time))


assert abs(survival(0.0) - 1) < 1e-8
p_test = 1e-3
life = 1 / decay[0]
time_early = brentq(lambda s: 1 - survival(s * life) - p_test, 1e-5, 0.1)
time_late = brentq(lambda s: survival(s * life) - p_test, 1, 20)
# Tolerance covers the short relaxation inside the well
assert abs(np.log(time_late / time_early)
           - reliability_term(p_test, p_test)) < 0.02

# Numerical example
U_ret = kT * L_ret
U_sw = kT * L_sw
warm = const.convert_temperature(85.0, "Celsius", "Kelvin")
add_rel = reliability_term(p_fail, p_fail)
to_field = np.pi * U_ret / (charge_number * hop_nm)
linear_field = 2 * kT * log_ratio / (charge_number * hop_nm)
f_cold, drop_cold, extra_cold = results[1.0]
f_hot, drop_hot, extra_hot = results[tau_hot]
assert L_sw > 5

print(f"retention time: {t_ret:.4e} s")
print(f"switching time: {t_sw:.1e} s")
print(f"time ratio: {t_ret / t_sw:.4e}")
print(f"required lowering, equal T and nu: {log_ratio:.2f} kT")
print(f"temperature: {temperature:.0f} K")
print(f"kT: {kT:.5f} eV")
print(f"required lowering at 300 K: {kT * log_ratio:.3f} eV")
print(f"85 C as absolute temperature: {warm:.2f} K")
print(f"required lowering at 85 C: {const.k * warm / const.e * log_ratio:.3f} eV")
print(f"attempt frequency: {nu:.1e} 1/s")
print(f"retention barrier: {L_ret:.2f} kT")
print(f"retention barrier: {U_ret:.3f} eV")
print(f"switching barrier: {L_sw:.2f} kT")
print(f"switching barrier: {U_sw:.3f} eV")
print(f"cost of tenfold prefactor change: {np.log(10):.2f} kT")
print(f"allowed failure fraction, both operations: {p_fail:.0e}")
print(f"extra lowering for this reliability: {add_rel:.2f} kT")
print(f"total lowering for this reliability: {log_ratio + add_rel:.2f} kT")
print(f"lowering from master equation, 1 hop: {chain_lowering[1]:.2f} kT")
print(f"lowering from master equation, 5 hops: {chain_lowering[5]:.2f} kT")
print(f"ionic charge number: {charge_number}")
print(f"hop length: {hop_nm:.1f} nm")
print(f"field at 300 K, linear lowering: {linear_field:.2f} V/nm")
print(f"tilt f at 300 K, from passage times: {f_cold:.3f}")
print(f"field at 300 K, periodic barrier: {f_cold * to_field:.2f} V/nm")
print(f"barrier lowering at that field: {drop_cold:.2f} kT")
print(f"part due to smaller prefactor (formula): {extra_cold:.2f} kT")
print(f"heated switching temperature: {hot_temperature:.0f} K")
print(f"lowering when heated, equal nu: {L_ret - tau_hot * L_sw:.2f} kT(300 K)")
print(f"tilt f when heated, from passage times: {f_hot:.3f}")
print(f"field when heated, periodic barrier: {f_hot * to_field:.2f} V/nm")
print(f"barrier lowering at that field: {drop_hot:.2f} kT(300 K)")
print(f"part due to smaller prefactor (formula): {extra_hot:.2f} kT(300 K)")
print(f"temperature for heating alone: {temperature * tau_only:.0f} K")
print(f"log time ratio by quadrature, heating alone: {heated_gain:.2f}")
print("every check passed")
```

Running it gives:

```
retention time: 3.1558e+08 s
switching time: 1.0e-08 s
time ratio: 3.1558e+16
required lowering, equal T and nu: 37.99 kT
temperature: 300 K
kT: 0.02585 eV
required lowering at 300 K: 0.982 eV
85 C as absolute temperature: 358.15 K
required lowering at 85 C: 1.173 eV
attempt frequency: 1.0e+13 1/s
retention barrier: 49.50 kT
retention barrier: 1.280 eV
switching barrier: 11.51 kT
switching barrier: 0.298 eV
cost of tenfold prefactor change: 2.30 kT
allowed failure fraction, both operations: 1e-06
extra lowering for this reliability: 16.44 kT
total lowering for this reliability: 54.43 kT
lowering from master equation, 1 hop: 37.99 kT
lowering from master equation, 5 hops: 36.89 kT
ionic charge number: 2
hop length: 0.3 nm
field at 300 K, linear lowering: 3.27 V/nm
tilt f at 300 K, from passage times: 0.618
field at 300 K, periodic barrier: 4.14 V/nm
barrier lowering at that field: 38.25 kT
part due to smaller prefactor (formula): 0.24 kT
heated switching temperature: 600 K
lowering when heated, equal nu: 26.48 kT(300 K)
tilt f when heated, from passage times: 0.393
field when heated, periodic barrier: 2.63 V/nm
barrier lowering at that field: 26.69 kT(300 K)
part due to smaller prefactor (formula): 0.17 kT(300 K)
temperature for heating alone: 1290 K
log time ratio by quadrature, heating alone: 37.95
every check passed
```
